# Comment on using Young's modulus for a pressed, bonded film

**The argument under review**

The argument concerns a porous silica film of thickness \(h=400\) nm, bonded to a silicon wafer and loaded through a circular bond pad of radius 25 µm. The pressure is \(p=60\) MPa. The film has Young's modulus \(E=6\) GPa and Poisson's ratio \(\nu=0.25\). It is argued that

> Young's modulus is the ratio of stress to strain along the direction of loading. The film is loaded along its normal, so its thickness falls by \(hp/E=4.0\) nm. Conversely, a measured thickness change \(\Delta h\) gives Young's modulus as \(ph/\Delta h\).

The value of \(E\) is not in dispute. The question is whether the first sentence describes this film.

**Where the argument fails**

The first sentence leaves out half of the definition. Young's modulus is the ratio of axial stress to axial strain when the sides of the body are free of stress. A compressed rod then bulges sideways, and nothing resists the bulging. A film under a wide pad has no free sides nearby, and its lower face is held by the wafer. What is prescribed there is the lateral strain, not the lateral stress.

To see what this changes, take \(z\) along the film normal and count tensile stress and strain as positive, so that \(\sigma_{zz}=-p\). Let the film be homogeneous, isotropic and linearly elastic. Here \(E\) and \(\nu\) are effective constants of the porous film, which presumes pores much smaller than \(h\). The load acts on the solid skeleton, with no pressurized fluid in the pores. Hooke's law reads

\[
E\varepsilon_{xx}=\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz}),\qquad
E\varepsilon_{zz}=\sigma_{zz}-\nu(\sigma_{xx}+\sigma_{yy}),
\]

and the equation for \(\varepsilon_{yy}\) follows by exchanging \(x\) and \(y\). Setting \(\sigma_{xx}=\sigma_{yy}=0\) gives \(\varepsilon_{zz}=\sigma_{zz}/E\), the relation used in the argument. It also gives \(\varepsilon_{xx}=-\nu\sigma_{zz}/E=+\nu p/E\), a sideways expansion that a film bonded to a rigid base cannot make.

**The correct analysis**

Let the base be rigid for now, and the loaded area much wider than \(h\). Away from its edge, \(\varepsilon_{xx}=\varepsilon_{yy}=0\). The two lateral directions are equivalent, so \(\sigma_{xx}=\sigma_{yy}\), and the first equation becomes

\[
0=\sigma_{xx}-\nu\sigma_{xx}-\nu\sigma_{zz}
\quad\Rightarrow\quad
\sigma_{xx}=\frac{\nu}{1-\nu}\,\sigma_{zz}.
\]

For positive \(\nu\) the lateral stress is compressive, like the load: the surroundings push back on material that tries to spread. Inserting it in the equation for \(\varepsilon_{zz}\) gives

\[
E\varepsilon_{zz}=\sigma_{zz}-2\nu\sigma_{xx}
=\sigma_{zz}\left[1-\frac{2\nu^2}{1-\nu}\right]
=\sigma_{zz}\,\frac{1-\nu-2\nu^2}{1-\nu}.
\]

Since \((1+\nu)(1-2\nu)=1-\nu-2\nu^2\), the numerator factorizes, and

\[
\sigma_{zz}=M\varepsilon_{zz},\qquad
M=\frac{E(1-\nu)}{(1+\nu)(1-2\nu)} .
\]

\(M\) is called the constrained modulus. With \(\Delta h\) the decrease in thickness, \(\varepsilon_{zz}=-\Delta h/h\), and the two minus signs cancel to give \(p=M\,\Delta h/h\).

For the film in question,

\[
M=\frac{6\times0.75}{1.25\times0.5}\ \text{GPa}=7.2\ \text{GPa},\qquad
\Delta h=400\ \text{nm}\times\frac{60}{7200}=3.33\ \text{nm}.
\]

The lateral pressure is \(60\times0.25/0.75=20\) MPa. The argument's 4.0 nm is too large by 20% of the correct thinning. Its converse fails by the same factor: \(ph/\Delta h\) is 7.2 GPa, which is \(M\) and not \(E\). Recovering \(E\) from it requires \(\nu\). If \(\nu\) were known only to lie between 0.2 and 0.3, where \(M/E\) runs from 1.11 to 1.35, the same 7.2 GPa would be compatible with \(E\) from 6.5 down to 5.3 GPa.

**How large can the error be?**

The relative excess of \(M\) over \(E\) is

\[
\frac{M}{E}-1=\frac{(1-\nu)-(1-\nu-2\nu^2)}{(1+\nu)(1-2\nu)}
=\frac{2\nu^2}{(1+\nu)(1-2\nu)} .
\]

A stable isotropic solid has \(-1<\nu<1/2\), where the denominator is positive. Hence \(M\ge E\), with equality at \(\nu=0\): a material that does not try to spread does not notice the constraint. For small \(\nu\) the excess is close to \(2\nu^2\). It is quadratic there because Poisson's ratio enters twice, once in producing the lateral stress and once in the effect of that stress on the thickness. At \(\nu=0.1\) the excess is 2.3%, and the argument would do little harm. At \(\nu=0.4\), \(M\) is 2.14 times \(E\), and at \(\nu=0.49\) it is 17 times \(E\).

The growth near \(\nu=1/2\) is clearest in terms of the bulk modulus \(K\) and the shear modulus \(G\). Equal stresses \(\sigma\) on all axes give each axis the strain \((1-2\nu)\sigma/E\), hence a volume strain three times as large, and \(K=E/[3(1-2\nu)]\). Stresses \(\sigma,-\sigma,0\) give the first axis the strain \((1+\nu)\sigma/E\), which equals \(\sigma/2G\), so \(G=E/[2(1+\nu)]\). Then

\[
K+\tfrac43G=E\,\frac{(1+\nu)+2(1-2\nu)}{3(1+\nu)(1-2\nu)}
=E\,\frac{3-3\nu}{3(1+\nu)(1-2\nu)}=M .
\]

A film that cannot spread can become thinner only by losing volume. As \(\nu\to1/2\) at fixed \(E\), \(K\) diverges while \(G\) tends to \(E/3\), so the resistance to volume change takes over. A free rod avoids this cost by bulging. Near the edge of the loaded area a film with \(\nu\) close to \(1/2\) can partly do the same. Under a uniform pressure that exerts no shear, this rim stays about one thickness wide: its decay length grows only from \(1.05h\) at \(\nu=0.25\) to \(1.35h\) at \(\nu=1/2\). The thinning in the rim stays of order \(hp/E\), however, while the interior thinning \(hp/M\) tends to zero, so the rim takes a growing share of the mean. The loaded area must then be wider still, compared with \(h\), before \(M\) describes the mean thinning.

**Is it thinness or bonding that matters?**

The argument might be defended by saying that \(E\) is right in principle and that thin films are merely special. Thinness alone is not the cause. Consider a disc of film material with free sides under uniform pressure, and define its apparent stiffness as \(ph/\bar u\), where \(\bar u\) is the mean downward displacement of its top. If its base slides without friction, the disc spreads freely, the stress is uniaxial, and the stiffness is \(E\) whatever the radius.

Bonding the base can only raise this value. At fixed load, equilibrium minimizes the elastic energy minus the work of the load. In a linear body the elastic energy at equilibrium is half that work, so the minimum equals \(-\tfrac12 pA\bar u\), with \(A\) the loaded area. A constraint removes some of the competing displacements, so the minimum cannot fall and \(\bar u\) cannot grow. Adding rigid, frictionless side walls to the bonded disc constrains it further and produces the state of zero lateral strain, with stiffness \(M\). A bonded disc with free sides therefore lies between \(E\) and \(M\).

A finite-element calculation that knows the material through \(E\) and \(\nu\) alone gives, for \(\nu=0.25\), where \(M/E=1.2\):

| Radius / thickness | Apparent stiffness / \(E\) |
|---|---|
| 0.05 | 1.002 |
| 0.5 | 1.018 |
| 2 | 1.072 |
| 10 | 1.169 |
| 60 | 1.195 |

The finite mesh leaves the last digit uncertain by about one unit. The tall pillar responds with \(E\), the wide disc nearly with \(M\). At radius \(10h\) the same disc on a frictionless base gives 1.000, so the bond makes the difference. At the centre of the bonded disc of that radius, the local thinning corresponds to 1.200. Its mean stiffness is 2.6% below \(M\), and at radius \(60h\) the shortfall is 0.4%. A sixfold radius reduces it about sixfold, as expected if the extra thinning is confined to a rim of fixed width, whose share of the area falls as \(h/\text{radius}\).

The pad has a radius of \(62.5h\), but the film continues beyond it. With the pad modelled as a uniform pressure without shear, on a rigid base, the calculated mean thinning under the pad is 0.3% less than \(hp/M\). The sign of this edge correction depends on \(\nu\): for the same pad the mean thinning exceeds \(hp/M\) by 0.5% at \(\nu=0.4\) and by 17% at \(\nu=0.49\).

**What if the wafer deforms?**

Silicon is not rigid. Suppose its surface takes on an equal lateral strain \(\varepsilon_\parallel\) in both directions, and the film follows. The lateral equation is now \(E\varepsilon_\parallel=(1-\nu)\sigma_{xx}-\nu\sigma_{zz}\). Solving it for \(\sigma_{xx}\) and substituting as before,

\[
\varepsilon_{zz}=\frac1E\left[\sigma_{zz}-2\nu\,\frac{E\varepsilon_\parallel+\nu\sigma_{zz}}{1-\nu}\right]
=\frac{\sigma_{zz}}{M}-\frac{2\nu}{1-\nu}\,\varepsilon_\parallel .
\]

With \(\sigma_{zz}=-p\), the thinning strain is

\[
\frac{\Delta h}{h}=\frac pM+\frac{2\nu}{1-\nu}\,\varepsilon_\parallel .
\]

This was tested by a finite-element calculation of the film on a 750 µm wafer with a rigidly held back face. Silicon was treated as isotropic, with rough constants of 160 GPa and 0.22. Over the inner half of the pad radius the lateral strain is \(-0.0129\%\): the surface is drawn inward. The formula predicts a change in thinning strain of \(\tfrac23\times(-0.0129\%)=-0.0086\%\), which is \(-1.0\%\) of \(p/M=0.833\%\). The calculated displacements give \(-1.0\%\) as well.

The wafer matters much more if the thickness change is inferred from the movement of the pressed surface alone. Under the pad, the silicon surface sinks by about 15 nm on average, more than four times the film's thinning. The pressed surface thus moves by about 18 nm. Anyone who took this movement for \(\Delta h\) would obtain \(60\ \text{MPa}\times400/18\approx1.3\) GPa, far below both \(E\) and \(M\). The thickness change has to be measured between the two faces of the film.

**How the numbers stand beside a real film**

The film and load values are rough ones for porous silica under a bond pad. The porosity is taken as one half. Of the uncertainties sized here, Poisson's ratio matters most: at fixed \(E\), \(\nu=0.2\) gives a thinning of 3.6 nm and \(\nu=0.3\) gives 3.0 nm. Anisotropy comes next. If the in-plane modulus is 20% higher, with the normal modulus and the Poisson's ratios (in-plane, and for normal loading) held fixed, \(M\) rises from 7.2 to 7.5 GPa, because suppressing the same sideways expansion takes more stress. A law in which the true stress (force per current area) is linear in logarithmic strain would lower the thinning by 0.4%.

Heating by 150 K changes the thickness even without load. With rough expansion coefficients of 0.5 ppm/K for the film and 2.6 ppm/K for silicon, the wafer stretches the film by \(2.1\times150=315\) ppm beyond its free expansion. The thickness strain is then \(75-\tfrac23\times315=-135\) ppm, or \(-0.05\) nm: with these coefficients the heated film becomes slightly thinner. The 0.5 ppm/K is the value of dense silica, and both sign and size depend on it. The change vanishes at about 1.0 ppm/K for the film. For a film with 10 ppm/K it would be \(+0.9\) nm, larger than the effect of the uncertainty in \(\nu\).

Linear elasticity also requires that the pores do not collapse. The pressure is a tenth of a rough hardness of 0.6 GPa, which is encouraging but not proof. Because empty pores carry no stress, the normal stress averaged over the solid is \(60/(1-0.5)=120\) MPa, and it is not uniform within the walls. The assumption most plainly broken in a finished chip is that of a continuous film: metal lines and vias interrupt the dielectric and carry part of the load. That effect is not sized here, and 3.3 nm should be read as the result for an unpatterned film.

**Required correction**

The first sentence of the argument should read: "Young's modulus is the ratio of stress to strain along the direction of loading when the sides are free." The thinning should then be calculated with \(M\), stating that the film is bonded, that the pad is much wider than the film is thick, and which value of \(\nu\) is used. The values for the worked example are listed in the numerical output below.

## Numbers as computed

```
Film Young's modulus E: 6.00 GPa
Film Poisson ratio: 0.25
Film thickness: 400 nm
Pressure: 60 MPa
Pad radius: 25 um = 62.5 thicknesses
Constrained modulus M: 7.200 GPa
M/E: 1.2000
Lateral pressure: 20.00 MPa
Thinning strain p/M: 0.8333 %
Strain from E (wrong): 1.0000 %
Thinning with M: 3.333 nm
Thinning with E (wrong): 4.000 nm
M/E at nu=0.00: 1.0000
M/E at nu=0.10: 1.0227
M/E at nu=0.20: 1.1111
M/E at nu=0.30: 1.3462
M/E at nu=0.40: 2.1429
M/E at nu=0.49: 17.1141
Bonded disc, radius/h=0.05: stiffness/E=1.0018
Bonded disc, radius/h=0.5: stiffness/E=1.0180
Bonded disc, radius/h=2: stiffness/E=1.0720
Bonded disc, radius/h=10: stiffness/E=1.1687
Bonded disc, radius/h=60: stiffness/E=1.1948
Centre of bonded disc, radius/h=10: 1.2000 E
Frictionless disc, radius/h=10: 1.0000 E
Pad edge changes mean thinning by: -0.32 %
Silicon E, nu (rough): 160 GPa, 0.22
Wafer thickness: 750 um
Lateral strain of film on wafer: -0.01285 %
Wafer strain changes thinning by: -1.03 %
Same, from the strain formula: -1.03 %
Mean sinking of silicon under pad: 14.68 nm
Law linear in log strain: thinning -0.42 %
M if in-plane modulus is 20 % higher: 7.500 GPa
Expansion film, Si (rough): 0.5, 2.6 ppm/K
Thickness change, 150 K heating: -0.0540 nm
Film hardness (rough): 0.6 GPa
Pressure/hardness: 0.10
Porosity (rough): 0.50
Mean normal stress in walls: 120 MPa
```
